**Stability of Boys-function recursion and the asymptotic switch-over**

The program studies $F_m(T)=\int_0^1t^{2m}e^{-Tt^2}dt$, its full-range counterpart $G_m=\int_0^\infty t^{2m}e^{-Tt^2}dt$, and the fraction $P_m=F_m/G_m$. Recursion from order $j$ to order $m$ multiplies a relative error by $P_j/P_m$, so upward recursion amplifies errors and downward recursion damps them. The program asserts this law by disturbing the starting values in high-precision arithmetic, and it asserts the double-precision rounding bounds at 60 random values of $T$. It also asserts the bounds on the asymptotic remainder, the tail bound of the starting series, and the switch-over points, with reference values from quadrature of the definition. The output shows upward recursion failing completely by $m=10$ at $T=0.1$, while downward recursion stays at rounding level. For a relative tolerance of $2^{-53}$, the switch-over moves from $T=34.4$ at $m=0$ to $T=74.5$ at $m=16$. The three-region routine for $m\le16$ has relative errors below $10^{-15}$ at all sampled values of $T$ from 0 to 120.

## Program and output

```python
"""
Stable evaluation of the Boys functions
    F_m(T) = integral_0^1 t^(2m) exp(-T t^2) dt,   m = 0..M.
Result under test: with G_m the same integral taken to infinity and
P_m = F_m/G_m, recursion from order j to order m multiplies a relative
error by P_j/P_m.  P_m falls with m, so the upward direction amplifies
errors (strongly for T << m, by less than 2 for T >= m + 1/2) and the
downward direction damps them.  F_m may be replaced by G_m beyond a
switch-over point that depends on m and on the relative tolerance.
U is the unit roundoff of double precision; all quantities are dimensionless.
Reference values are high-precision quadratures of the definition.
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import quad

mp.mp.dps = 60
U = 2.0 ** -53
M = 16


def legendre_rule(n):
    """Squares of the nodes, and weights, of Gauss-Legendre on [0, 1]."""
    squares, weights = [], []
    for guess in np.polynomial.legendre.leggauss(n)[0]:
        x = mp.mpf(float(guess))
        for _ in range(4):
            below, here = mp.mpf(1), x
            for k in range(1, n):
                below, here = here, ((2*k + 1)*x*here - k*below)/(k + 1)
            slope = n*(x*here - below)/(x*x - 1)
            x -= here/slope
        squares.append(((1 + x)/2)**2)
        weights.append(1/((1 - x*x)*slope**2))
    return squares, weights


SQUARES, WEIGHTS = legendre_rule(100)


def boys_reference(top, T):
    """F_0..F_top by quadrature of the definition."""
    T = mp.mpf(T)
    terms = [w*mp.exp(-T*s) for s, w in zip(SQUARES, WEIGHTS)]
    values = []
    for _ in range(top + 1):
        values.append(mp.fsum(terms))
        terms = [x*s for x, s in zip(terms, SQUARES)]
    return values


def full_range(m, T):
    """G_m(T), the integral from 0 to infinity."""
    a = m + mp.mpf(1)/2
    return mp.gamma(a)/(2*mp.mpf(T)**a)


def fraction(m, T):
    """P_m(T) as a regularized incomplete gamma function."""
    return mp.gammainc(m + mp.mpf(1)/2, 0, mp.mpf(T), regularized=True)


def upward(seed, T, top, decay):
    values = [seed]
    for k in range(top):
        values.append(((2*k + 1)*values[k] - decay)/(2*T))
    return values


def downward(seed, T, top, decay):
    values = [seed]
    for k in range(top - 1, -1, -1):
        values.append((2*T*values[-1] + decay)/(2*k + 1))
    return values[::-1]


def order_zero(T):
    return 0.5*math.sqrt(math.pi/T)*math.erf(math.sqrt(T))


def series_seed(top, T):
    """F_top from its series of positive terms, and the number of terms."""
    term = 1.0/(2*top + 1)
    total, count = term, 1
    while True:
        ratio = 2*T/(2*top + 2*count + 1)
        if ratio < 1 and term*ratio/(1 - ratio) <= U*total:
            return math.exp(-T)*total, count
        term *= ratio
        total += term
        count += 1


def switch_point(m, tolerance):
    """T beyond which G_m replaces F_m within the relative tolerance."""
    b = m - 0.5
    T = b + 1
    for _ in range(300):
        new = (-math.log(tolerance) + b*math.log(T) - math.lgamma(b + 1)
               - math.log(1 - max(b, 0.0)/T))
        if abs(new - T) < 1e-12*new:
            return new
        T = new
    raise RuntimeError("switch-over iteration did not converge")


def boys(top, T, T_switch):
    """The finished routine: F_0..F_top in double precision."""
    if T < top + 0.5:
        return downward(series_seed(top, T)[0], T, top, math.exp(-T))
    if T < T_switch:
        return upward(order_zero(T), T, top, math.exp(-T))
    return upward(0.5*math.sqrt(math.pi/T), T, top, 0.0)


def rel(value, exact):
    return float(abs(mp.mpf(value)/exact - 1))


# --- Coulomb integrals of Gaussians lead to F_0 -------------------------
def potential(p, R):
    """Potential of exp(-p r^2) at distance R, summed over thin shells."""
    inner = quad(lambda r: r*r*math.exp(-p*r*r), 0, R)[0]
    outer = quad(lambda r: r*math.exp(-p*r*r), R, math.inf)[0]
    return 4*math.pi*(inner/R + outer)


p, q, R = 0.8, 1.5, 1.2
formula = 2*math.pi/p*float(boys_reference(0, p*R*R)[0])
assert abs(potential(p, R)/formula - 1) < 1e-8
numeric = quad(lambda r: potential(p, r)*math.pi*r/(q*R)
               * (math.exp(-q*(r - R)**2) - math.exp(-q*(r + R)**2)),
               0, 12, limit=200)[0]
formula = (2*math.pi**2.5/(p*q*math.sqrt(p + q))
           * float(boys_reference(0, p*q/(p + q)*R*R)[0]))
coulomb_difference = abs(numeric/formula - 1)
assert coulomb_difference < 1e-7

# --- recursion, derivative rule, incomplete gamma form ------------------
for T in (0.1, 1.0, 20.0):
    F = boys_reference(M, T)
    h = mp.mpf(10)**-15
    plus, minus = boys_reference(M, T + h), boys_reference(M, T - h)
    for m in range(M):
        assert abs(2*mp.mpf(T)*F[m+1]/((2*m+1)*F[m] - mp.exp(-mp.mpf(T)))
                   - 1) < 1e-25
        assert abs((minus[m] - plus[m])/(2*h)/F[m+1] - 1) < 1e-20
        assert abs(F[m]/(full_range(m, T)*fraction(m, T)) - 1) < 1e-25
        assert F[m+1]/full_range(m+1, T) < F[m]/full_range(m, T)

# --- error propagation: disturb a seed and watch the recursion ----------
shift = mp.mpf("0.001")
for T in (0.1, 1.0, 10.0, 30.0):
    F, x = boys_reference(M, T), mp.mpf(T)
    up = upward(F[0]*(1 + shift), x, M, mp.exp(-x))
    down = downward(F[M]*(1 + shift), x, M, mp.exp(-x))
    for m in range(M + 1):
        grown = (up[m]/F[m] - 1)/shift
        damped = (down[m]/F[m] - 1)/shift
        assert abs(grown*fraction(m, T)/fraction(0, T) - 1) < 1e-12
        assert abs(damped*fraction(m, T)/fraction(M, T) - 1) < 1e-12
T, m = 0.001, 8
small_T_law = mp.fac2(2*m + 1)/(2*mp.mpf(T))**m
assert abs(fraction(0, T)/fraction(m, T)/small_T_law - 1) < T

# a completely erased seed, F_M replaced by zero
erased_T = 1.0
F = boys_reference(M, erased_T)
erased = downward(mp.mpf(0), mp.mpf(erased_T), M, mp.exp(-mp.mpf(erased_T)))
erased_error = rel(erased[0], F[0])
assert abs(erased_error*float(fraction(0, erased_T)/fraction(M, erased_T))
           - 1) < 1e-10

# --- rounding bounds in double precision --------------------------------
rng = np.random.default_rng(7)
for T in np.exp(rng.uniform(math.log(0.01), math.log(60.0), 60)):
    T = float(T)
    F = boys_reference(M, T)
    P = [float(F[m]/full_range(m, T)) for m in range(M + 1)]
    up = upward(order_zero(T), T, M, math.exp(-T))
    down = downward(float(F[M]), T, M, math.exp(-T))
    assert rel(up[0], F[0]) <= 8*U
    for m in range(M + 1):
        up_bound = U*(8*P[0] + 3*sum(P[:m]))/P[m]
        down_bound = U*(P[M] + 4*sum(P[m:M]))/P[m]
        assert rel(up[m], F[m]) <= up_bound*(1 + 1e-9)
        assert rel(down[m], F[m]) <= down_bound*(1 + 1e-9)
        if T >= m + 0.5:
            assert P[0]/P[m] < 2
            assert rel(up[m], F[m]) <= 2*(8 + 3*m)*U

# the predicted loss really occurs
attained = []
for T in rng.uniform(0.5, 1.5, 41):
    T = float(T)
    F = boys_reference(M, T)
    amplification = float(F[0]/full_range(0, T)*full_range(M, T)/F[M])
    up = upward(order_zero(T), T, M, math.exp(-T))
    attained.append(rel(up[M], F[M])/(amplification*U))
typical_loss = float(np.median(attained))
assert typical_loss > 0.05

for m in range(41):
    assert fraction(m, m + 0.5) > 0.5

# --- tail bound of the seed series --------------------------------------
T = mp.mpf(16)
scaled = boys_reference(M, T)[M]*mp.exp(T)
for count in (5, 20, 40):
    term = mp.mpf(1)/(2*M + 1)
    partial = term
    for i in range(1, count):
        term *= 2*T/(2*M + 2*i + 1)
        partial += term
    ratio = 2*T/(2*M + 2*count + 1)
    assert 0 < scaled - partial <= term*ratio/(1 - ratio)

# --- remainder of the asymptotic form and switch-over -------------------
for T in (20, 40, 75):
    F = boys_reference(M, T)
    edge = mp.exp(-mp.mpf(T))/2
    assert 0 < full_range(0, T) - F[0] <= edge/T
    for m in range(1, M + 1):
        remainder = full_range(m, T) - F[m]
        assert edge/T <= remainder <= edge/(T - m + mp.mpf(1)/2)

switch_rows = []
for m in (0, 4, 8, 12, 16):
    T = switch_point(m, U)
    error = rel(full_range(m, T), boys_reference(m, T)[m])
    early = rel(full_range(m, T - 0.05), boys_reference(m, T - 0.05)[m])
    assert 0.97*U < error <= U < early
    switch_rows.append((m, T, error/U))
T_zero, T_top = switch_rows[0][1], switch_rows[-1][1]
F = boys_reference(M, T_top)
top_errors = [rel(full_range(m, T_top), F[m]) for m in range(M + 1)]
assert all(x < y for x, y in zip(top_errors, top_errors[1:]))

# asymptotic F_0 only, with and without exp(-T) in the upward recursion
F = boys_reference(M, T_zero)
seed = 0.5*math.sqrt(math.pi/T_zero)
kept = rel(upward(seed, T_zero, M, math.exp(-T_zero))[M], F[M])
dropped = rel(upward(seed, T_zero, M, 0.0)[M], F[M])
assert kept <= 2*(8 + 3*M)*U and dropped > 1e6*kept

# --- finished routine in its three regions ------------------------------
regions = {
    "series + downward": [0.0, 1e-8] + list(np.linspace(0.05, M + 0.49, 40)),
    "erf + upward": list(np.linspace(M + 0.5, T_top - 1e-6, 40)),
    "asymptotic": list(np.linspace(T_top, 120.0, 25)),
}
region_error = {}
for name, grid in regions.items():
    worst = 0.0
    for T in grid:
        T = float(T)
        F = boys_reference(M, T)
        got = boys(M, T, T_top)
        worst = max(worst, max(rel(g, f) for g, f in zip(got, F)))
    region_error[name] = worst
    assert worst < 1.25e-14

# --- worked example -----------------------------------------------------
print("All numbers are dimensionless; errors are relative.")
print(f"highest order M = {M}, unit roundoff u = {U:.4e}")
print(f"two-Gaussian repulsion, quadrature vs formula: "
      f"{coulomb_difference:.0e}")
T = 0.1
F = boys_reference(M, T)
up = upward(order_zero(T), T, M, math.exp(-T))
print(f"Upward recursion at T = {T}, exp(-T) = {math.exp(-T):.8f}")
print(" m  F_m exact     F_m upward    error     A_m       A_m*u")
for m in (0, 1, 2, 4, 6, 8, 10, 12, 16):
    A = float(fraction(0, T)/fraction(m, T))
    print(f"{m:2d}  {float(F[m]):.6e}  {up[m]: .6e} {rel(up[m], F[m]):.1e}"
          f"   {A:.2e}  {A*U:.1e}")
assert rel(up[M], F[M]) > 1

print(f"Both directions, order m = {M} upward, all orders downward")
print("  T     F_16 exact    A_16      up error  max down error  terms")
for T in (0.1, 1.0, 5.0, 10.0, 16.4):
    F = boys_reference(M, T)
    up = upward(order_zero(T), T, M, math.exp(-T))
    start, count = series_seed(M, T)
    down = downward(start, T, M, math.exp(-T))
    A = float(fraction(0, T)/fraction(M, T))
    worst = max(rel(d, f) for d, f in zip(down, F))
    print(f"{T:5.1f}  {float(F[M]):.6e}  {A:.2e}  {rel(up[M], F[M]):.1e}"
          f"   {worst:.1e}         {count}")
print(f"median up error/(A_16*u), 41 values of T in 0.5-1.5: "
      f"{typical_loss:.2f}")
print(f"seed F_16 set to 0 at T = {erased_T}: error of F_0 = "
      f"{erased_error:.2e}")

print("Switch-over to the asymptotic form, tolerance u")
print(" m   T_switch   true error/u there")
for m, T, ratio in switch_rows:
    print(f"{m:2d}   {T:.3f}     {ratio:.4f}")
print(f"At T = {T_zero:.3f} with asymptotic F_0, error of F_16:")
print(f"  exp(-T) kept in recursion:    {kept:.1e}")
print(f"  exp(-T) dropped in recursion: {dropped:.2e}")
print(f"Finished routine, largest error over m = 0..{M}")
print(f"  region borders: T = {M + 0.5} and T = {T_top:.3f}")
for name, worst in region_error.items():
    print(f"  {name}: {worst:.1e}")
print("every check passed")
```

Printed output:

```
All numbers are dimensionless; errors are relative.
highest order M = 16, unit roundoff u = 1.1102e-16
two-Gaussian repulsion, quadrature vs formula: 2e-14
Upward recursion at T = 0.1, exp(-T) = 0.90483742
 m  F_m exact     F_m upward    error     A_m       A_m*u
 0  9.676433e-01   9.676433e-01 5.2e-17   1.00e+00  1.1e-16
 1  3.140295e-01   3.140295e-01 6.2e-17   1.54e+01  1.7e-15
 2  1.862550e-01   1.862550e-01 3.0e-15   3.90e+02  4.3e-14
 4  1.023939e-01   1.023939e-01 4.8e-12   6.20e+05  6.9e-11
 6  7.054195e-02   7.054195e-02 1.7e-08   2.23e+09  2.5e-07
 8  5.379138e-02   5.379734e-02 1.1e-04   1.42e+13  1.6e-03
10  4.346519e-02   9.156723e-02 1.1e+00   1.42e+17  1.6e+01
12  3.646346e-02   5.808686e+02 1.6e+04   2.05e+21  2.3e+05
16  2.757685e-02   2.202896e+11 8.0e+12   1.03e+30  1.1e+14
Both directions, order m = 16 upward, all orders downward
  T     F_16 exact    A_16      up error  max down error  terms
  0.1  2.757685e-02  1.03e+30  8.0e+12   1.4e-16         7
  1.0  1.182117e-02  1.85e+14  1.6e-02   1.6e-16         12
  5.0  2.836069e-04  2.68e+04  6.0e-12   3.0e-16         22
 10.0  2.998028e-06  2.74e+01  1.8e-15   4.0e-16         32
 16.4  1.223689e-08  1.91e+00  1.9e-17   2.9e-16         44
median up error/(A_16*u), 41 values of T in 0.5-1.5: 0.78
seed F_16 set to 0 at T = 1.0: error of F_0 = 5.41e-15
Switch-over to the asymptotic form, tolerance u
 m   T_switch   true error/u there
 0   34.395     0.9861
 4   47.901     0.9983
 8   57.747     0.9972
12   66.452     0.9964
16   74.512     0.9957
At T = 34.395 with asymptotic F_0, error of F_16:
  exp(-T) kept in recursion:    2.5e-16
  exp(-T) dropped in recursion: 2.55e-04
Finished routine, largest error over m = 0..16
  region borders: T = 16.5 and T = 74.512
  series + downward: 6.2e-16
  erf + upward: 8.2e-16
  asymptotic: 5.8e-16
every check passed
```
